# Numerov integration of the radial equation on a logarithmic mesh

## A calculation that converges to the wrong number

Inside an atomic sphere of radius $R$, an augmented plane-wave method needs the radial function $u(r)=r\,R_l(r)$, and in particular its logarithmic derivative at the surface,

$$D=\frac{R}{u(R)}\left.\frac{du}{dr}\right|_{R},$$

because this number controls how $u$ joins the wave outside. Take hydrogen with $l=1$, $E=-1/4$ Ry and $R=2$ bohr, for which $D=1$. Suppose the equation is moved to a logarithmic mesh, with $u=\sqrt r\,y$ and primes denoting derivatives with respect to $\ln r$, and solved as $y''=[l(l+1)+r^2(V-E)]\,y$, with the centrifugal number carried over unchanged. The result is $D=0.8406686$ with 400 intervals and $0.8406687$ with 800. Refining the mesh gives no warning: the numbers converge, but to the solution of another equation. The correct one contains $(l+\tfrac12)^2$, and the missing quarter comes from the change of variable.

## The change of variable

In Rydberg atomic units lengths are in bohr, energies in Ry, and $\hbar^2/2m=1$. For a spherical potential $V(r)$ the nonrelativistic radial equation is

$$\frac{d^2u}{dr^2}=\left[\frac{l(l+1)}{r^2}+V(r)-E\right]u. \tag{1}$$

The mesh is $r_i=r_0e^{ih}$, which is uniform in $x=\ln(r/r_0)$. It places many points near the nucleus, where $V=-2Z/r$ varies fastest. From here on a prime means $d/dx$, so that $d/dr=(1/r)\,d/dx$.

Put $u=r^a y(x)$ with $a$ still free. The product rule gives

$$\frac{du}{dr}=r^{a-1}(y'+ay),$$

and, applied once more,

$$\frac{d^2u}{dr^2}=(a-1)r^{a-2}(y'+ay)+r^{a-2}(y''+ay')
=r^{a-2}\left[y''+(2a-1)y'+a(a-1)y\right].$$

Insert this in (1) and multiply by $r^{2-a}$:

$$y''+(2a-1)y'+a(a-1)y=\left[l(l+1)+r^2(V-E)\right]y.$$

The first derivative disappears for $a=\tfrac12$ and for no other power. Then $a(a-1)=-\tfrac14$. Moved to the right-hand side it adds $+\tfrac14$, and $l(l+1)+\tfrac14=(l+\tfrac12)^2$. Hence

$$u=\sqrt r\,y,\qquad y''=g\,y,\qquad g=(l+\tfrac12)^2+r^2(V-E). \tag{2}$$

No approximation has been made; the half-integer is not a semiclassical correction here.

The behaviour near the nucleus confirms it. There $r^2V=-2Zr$ tends to zero, so $y\propto e^{\pm sx}$ with $s=l+\tfrac12$. Multiplied by $\sqrt r$, these are the regular solution $r^{l+1}$ and the irregular one $r^{-l}$, as required. With $l(l+1)$ in place of $s^2$, the powers would be wrong.

## Numerov's recursion

Equation (2) has no first derivative, which is what the method needs. Adding the Taylor series at $x_i\pm h$ cancels the odd terms:

$$y_{i+1}-2y_i+y_{i-1}=h^2y_i''+\frac{h^4}{12}y_i''''+\frac{h^6}{360}y_i^{(6)}+O(h^8).$$

The same expansion for $y''$ gives

$$h^2y_i''''=y''_{i+1}-2y''_i+y''_{i-1}-\frac{h^4}{12}y_i^{(6)}+O(h^6).$$

Use the second to remove $y''''$ from the first. The coefficient of $h^6y^{(6)}$ becomes $\frac1{360}-\frac1{144}=-\frac1{240}$, so

$$y_{i+1}-2y_i+y_{i-1}=\frac{h^2}{12}\left(y''_{i+1}+10y''_i+y''_{i-1}\right)-\frac{h^6}{240}y_i^{(6)}+O(h^8).$$

Now replace $y''$ by $gy$ and define $w_i=1-h^2g_i/12$. The factor of $y_i$ is $2+\frac{10}{12}h^2g_i=12-10w_i$, and

$$w_{i+1}y_{i+1}-(12-10w_i)y_i+w_{i-1}y_{i-1}=-\frac{h^6}{240}y_i^{(6)}+O(h^8). \tag{3}$$

The algorithm sets the right-hand side to zero and solves for $y_{i+1}$. It needs $-6<h^2g<12$, that is $0<w<\tfrac32$. For constant $g$ the solutions $y_i=\lambda^i$ obey $\lambda+1/\lambda=12/w-10$. At $w=0$ the step is undefined, and both for $w<0$ and for $w>\tfrac32$ the right-hand side lies below $-2$, so the computed values alternate in sign from point to point and grow. Far out in a bound state $g$ grows as $r^2|E|$, and the upper limit can then fail; the lower one fails where $r^2(E-V)$ is large, at high energy or in a deep potential on a coarse mesh; in the $l=1$ example treated below, the largest $|h^2g/12|$ on the coarsest mesh is 0.0018.

**Starting values.** Write $u=r^{l+1}\sum_k a_kr^k$ with $a_0=1$ and $V=-2Z/r$. The coefficient of $r^{l+k-1}$ in (1) contains $(l+k+1)(l+k)-l(l+1)=k(k+2l+1)$, so

$$k(k+2l+1)\,a_k=-2Z\,a_{k-1}-E\,a_{k-2},\qquad a_{-1}=0. \tag{4}$$

Terms through $k=4$ supply $y_0$ and $y_1$. At $r_0=10^{-4}$ bohr the truncation is negligible.

## Why the global error is of fourth order

A defect of order $h^6$ is committed at each of about $1/h$ steps, yet the global order is four, not five: the recursion is a second-order difference equation and sums the defects twice.

Let the computed values be $y_i+e_i$. Subtracting (3) from the recursion leaves the same left-hand side acting on $e$, with the source $\tau_i=+h^6y_i^{(6)}/240+O(h^8)$. Set $z_i=w_ie_i$. Since $12-10w_i=2w_i+h^2g_i$,

$$z_{i+1}-2z_i+z_{i-1}=h^2\frac{g_i}{w_i}z_i+\tau_i.$$

Let $K$ bound $|g/w|$, let $\tau$ bound $|\tau_i|$, and let $q_i=(z_{i+1}-z_i)/h$. Then

$$|q_i|\le|q_{i-1}|+hK|z_i|+\tau/h,\qquad |z_{i+1}|\le|z_i|+h|q_i|.$$

For $m_i=|z_i|+|q_{i-1}|$ these combine to

$$m_{i+1}\le(1+h)(1+hK)\,m_i+(1+h)\tau/h.$$

Iterate over a length $X=Nh$, using $1+h\le e^h$ and $1+hK\le e^{hK}$:

$$m_N\le e^{(1+K)X}\left[m_1+X(1+h)\frac{\tau}{h^2}\right]. \tag{5}$$

With $\tau=O(h^6)$ the second term is $O(h^4)$. The first contains $(z_1-z_0)/h$, so an error $O(h^p)$ in the second starting value alone enters as $O(h^{p-1})$. Fourth order is therefore guaranteed for $p\ge5$; the last section shows for $p=3$ that this loss of one power really occurs. The proof also assumes that $V$ is smooth enough for the derivatives to exist, and that $r_0$ and $R$ stay fixed as $h\to0$.

**The coefficient.** The bound (5) gives the power but not a useful size. For that, try $e=h^4\varepsilon(x)$ with a smooth $\varepsilon$. Acting on it, the left-hand side of (3) gives $h^6(\varepsilon''-g\varepsilon)+O(h^8)$. This matches the source if

$$\varepsilon''-g\varepsilon=\frac{y^{(6)}}{240},\qquad \varepsilon(0)=\varepsilon'(0)=0. \tag{6}$$

What remains, $e-h^4\varepsilon$, has a source $O(h^8)$ and a starting error $-h^4\varepsilon(h)=O(h^6)$. By (5), both it and its difference quotient are $O(h^5)$, so $\varepsilon$ is the leading error.

To solve (6), differentiate $y\varepsilon'-y'\varepsilon$. The terms with $g$ cancel, leaving $yy^{(6)}/240$. With

$$I(x)=\int_0^x y\,y^{(6)}\,dx'$$

it follows that

$$y\varepsilon'-y'\varepsilon=\frac{I}{240},\qquad \left(\frac{\varepsilon}{y}\right)'=\frac{I}{240\,y^2}, \tag{7}$$

the second form holding where $y\neq0$.

Near the nucleus $y\propto e^{sx}$ and $y^{(6)}=s^6y$. Once $e^{-2sx}$ has died out, $I/y^2=s^5/2$, and the relative error of $y$ grows by $h^4s^5/480$ per unit of $x$. Its constant thus depends on $\ln(R/r_0)$ and rises steeply with $l$. The rate holds only where the next term of the series (4) is negligible in $y^{(6)}$. For $l=0$ that term, $-Zr^{3/2}$, is weighted by $(3/2)^6$ against $(1/2)^6$, and to first order in $Zr$, $I/y^2=(s^5/2)(1-r_0/r-363\,Zr+365\,Zr_0^2/r-2Zr_0)$, where the last two terms matter only close to $r_0$. For hydrogen with $r_0=10^{-4}$ bohr the bracket never exceeds about 0.6 in this inner region and changes sign near $3\times10^{-3}$ bohr, so the rule does not fix the size or the sign of the s-wave error at $R$.

## The logarithmic derivative at the sphere

From $u=\sqrt r\,y$, $du/dr=r^{-1/2}(y'+y/2)$, so $D=\tfrac12+y'/y$ at $R$. The slope should be as accurate as $y$. Let $R$ be mesh point $N$, and compute one point beyond it, continuing $V$ smoothly. Taylor expansion gives

$$\frac{y_{N+1}-y_{N-1}}{2h}=y'+\frac{h^2}{6}y'''+\frac{h^4}{120}y^{(5)}+\dots,\qquad
\frac{y''_{N+1}-y''_{N-1}}{2h}=y'''+\frac{h^2}{6}y^{(5)}+\dots$$

Subtract $h^2/6$ times the second from the first and use $y''=gy$. Because $1-h^2g/6=2w-1$,

$$\frac{(2w_{N+1}-1)y_{N+1}-(2w_{N-1}-1)y_{N-1}}{2h}=y'-\frac{7h^4}{360}y^{(5)}+\dots, \tag{8}$$

where $\frac1{120}-\frac1{36}=-\frac7{360}$.

The computed slope is therefore wrong by $\delta y'=h^4(\varepsilon'-7y^{(5)}/360)$ and the value by $\delta y=h^4\varepsilon$. To first order $\delta(y'/y)=(y\,\delta y'-y'\delta y)/y^2$, and (7) gives

$$\delta D=h^4\left[\frac{I}{240\,y^2}-\frac{7\,y^{(5)}}{360\,y}\right]_{R}. \tag{9}$$

A common factor in $y$ cancels from $D$, so the amplitude error accumulated near the nucleus does not enter as such.

## Hydrogen in a sphere of 2 bohr

Take $Z=1$, $l=1$, $E=-1/4$ Ry. The function $u=r^2e^{-r/2}$ has $(du/dr)/u=2/r-1/2$, hence

$$\frac1u\frac{d^2u}{dr^2}=\left(\frac2r-\frac12\right)^2-\frac2{r^2}=\frac2{r^2}-\frac2r+\frac14,$$

which is (1). At $R=2$, $u=4e^{-1}=1.4715178$ and $D=2-R/2=1$.

With $r_0=10^{-4}$ bohr, $\ln(R/r_0)=9.903488$, and 100 intervals give $h=0.099035$. At the first point $g_0=2.25-2r_0+r_0^2/4=2.249800$. With $h^2/12=8.1733\times10^{-4}$, the first three $w$ all round to $0.998161$, and $12-10w_1=2.018388$. The series supplies $y_0=0.999950\times10^{-6}$ and $y_1=1.160089\times10^{-6}$, so

$$y_2=\frac{2.018388\times1.160089-0.998161\times0.999950}{0.998161}\times10^{-6}=1.34587\times10^{-6}.$$

Repeating this step out to the sphere gives the following errors, computed minus exact:

| $N$ | $h$ | error of $u(R)$ (bohr²) | error of $D$ |
|---|---|---|---|
| 100 | 0.09903 | $1.129\times10^{-5}$ | $-1.488\times10^{-5}$ |
| 200 | 0.04952 | $7.100\times10^{-7}$ | $-9.289\times10^{-7}$ |
| 400 | 0.02476 | $4.450\times10^{-8}$ | $-5.804\times10^{-8}$ |
| 800 | 0.01238 | $2.786\times10^{-9}$ | $-3.628\times10^{-9}$ |

The last halving of $h$ divides the error of $D$ by $5.804\times10^{-8}/3.628\times10^{-9}=16.00$, an order $\log_2 16.00=4.00$. For $u(R)$ the order is 3.998. The largest error at 26 points common to all meshes, relative to the largest $|u|$, is attained at $R$ itself on every mesh, so its order 3.998 is that of $u(R)$ again. What it adds is only that the absolute error at none of the other points exceeds the error at the sphere.

The coefficient is a sharper test than the power. At $N=800$, $h^4=2.349\times10^{-8}$, and $\delta D/h^4=-0.1545$; formula (9) gives $-0.1545$. The relative error of $u(R)$ is $2.786\times10^{-9}/1.4715=1.893\times10^{-9}$, or $0.0806\,h^4$, against $0.0807\,h^4$ from (7).

The dependence on $l$ is visible in other channels. For the 3d function the relative amplitude error is $1.498\,h^4$, while $\delta D$ is $0.551\,h^4$. For 1s the amplitude coefficient is small: $-0.0069$ measured and $-0.0070$ predicted. The gap of about 1.5% corresponds to only $2\times10^{-12}$ in the relative error of $u(R)$ and is almost entirely double-precision rounding magnified by the division by $h^4$; carried out with 40 digits, the recursion gives $-0.00702$ at $N=800$, in agreement with (7).

**An energy that is not an eigenvalue.** Outward integration in a sphere does not require a bound state. For $E\neq0$ set $u=r^{l+1}e^{-\kappa r}f$ with $\kappa^2=-E$. Equation (1) becomes

$$r\frac{d^2f}{dr^2}+(2l+2-2\kappa r)\frac{df}{dr}+\left[2Z-2\kappa(l+1)\right]f=0.$$

In the variable $2\kappa r$ this is Kummer's equation, whose regular solution is ${}_1F_1(l+1-Z/\kappa;\,2l+2;\,2\kappa r)$. Against this reference at $E=0.5$ Ry, the orders between 200 and 400 intervals are 4.000, 3.996 and 3.996 for $l=0,1,2$.

## Eigenvalues in a hard sphere

If $u(R)=0$ is imposed, the energy becomes an unknown. Let the computed eigenvalue be $E+h^4\eta$. The shift changes $g$ by $-r^2h^4\eta$, and (6) becomes

$$\varepsilon''-g\varepsilon=\frac{y^{(6)}}{240}-\eta\,r^2y.$$

Multiply by $y$ and integrate from $0$ to $X=\ln(R/r_0)$. The left side is $[y\varepsilon'-y'\varepsilon]_0^X$. It vanishes at the sphere because $y$ and $\varepsilon$ are both zero there. At $r_0$ it is negligible, since $E$ first enters the series (4) at relative order $r_0^2$. Therefore

$$\delta E=h^4\eta=\frac{h^4}{240}\,\frac{\int_0^X y\,y^{(6)}dx}{\int_0^X r^2y^2\,dx}. \tag{10}$$

The denominator is the norm $\int u^2dr$, because $y^2=u^2/r$ and $dx=dr/r$.

The hydrogen 2s function $u=r(1-r/2)e^{-r/2}$ vanishes at $r=2$ bohr and has no zero between there and the origin. It is thus the lowest s state of hydrogen in a hard sphere of that radius, with $E=-1/4$ Ry. With 400 intervals the computed energy is $-0.249999992$ Ry ($-3.4014$ eV), too high by $8.00\times10^{-9}$ Ry. Divided by $h^4=3.758\times10^{-7}$ this is 0.0213 Ry, and (10) also gives 0.0213 Ry.

## How poor starting values spoil the order

Suppose $y_1$ is taken from a second-order Taylor step, $y_1=y_0+hy_0'+\tfrac12h^2g_0y_0$. The neglected term makes it wrong by $-h^3s^3y_0/6$ near the nucleus. The resulting error solves the same linear equation, so it has the form $y_0(Ae^{sx}+Be^{-sx})$. It vanishes at $x=0$, hence $B=-A$. At $x=h$ it equals $2Ay_0\sinh(sh)\approx2Ashy_0$, so

$$A=-\frac{s^2h^2}{12}.$$

For $l=1$ and $N=400$ this is $-2.25\times6.130\times10^{-4}/12=-1.149\times10^{-4}$; the measured relative error of $u(R)$ is $-1.159\times10^{-4}$, and the observed order is 2.01. The next Taylor term multiplies the estimate by $1+sh/4=1.009$ and accounts for most of the difference. Yet for $l=1$ the value of $D$ hardly changes. The $A$ part rescales the regular solution, and the $B$ part falls relative to it as $(r_0/r)^{2s}$ near the nucleus. The Wronskian $ye'-y'e=2sAy_0^2$ of the solution $y$ and the error $e$ is constant, so $|\delta D|=2s|A|\,y_0^2/y(R)^2\approx3\times10^{-16}$; the computed change, about $2\times10^{-15}$, is at the level of rounding. In this channel a check of $D$ alone would miss the fault. For $l=0$ the suppression is much weaker: for 1s, $y_0^2/y(R)^2\approx(r_0/R)\,e^{2R}=2.7\times10^{-3}$, and the same formula gives $|\delta D|\approx3.5\times10^{-8}$ with 400 intervals, against a fourth-order error of $1.2\times10^{-7}$. Since this term falls only as $h^2$, it overtakes the fourth-order error when $(N/400)^2\approx1.2\times10^{-7}/3.5\times10^{-8}$, at about 740 intervals. The starting term is negative because $A<0$, while the fourth-order error of $D$ is positive for 1s, so near that mesh the two cancel and $D$ looks better than the method is.

Keeping just the leading power at both starting points does a different kind of damage. For $l=0$, (4) gives $a_1=-Z$, so $y=\sqrt r$ is too large by the fraction $Zr_0$ at the first point and $Zr_0e^h$ at the second. In units of $\sqrt{r_0}$, matching the error to $Ae^{x/2}+Be^{-x/2}$ requires

$$A+B=Zr_0,\qquad A+Be^{-h}=Zr_0e^h.$$

Subtraction gives $B=-Zr_0e^h$ and $A=Zr_0(1+e^h)$, which tends to $2Zr_0$ as $h\to0$. For 1s the relative error of $u(R)$ is $2.03\times10^{-4}$ with 400 intervals and $2.02\times10^{-4}$ with 800. Refining $h$ cannot remove this floor; a smaller $r_0$ or more terms of the series can. The numerical check includes both faulty starts alongside the convergence tests.

## Values computed for the example and the checks

```
r0 = 1.0e-04 bohr, R = 2.0 bohr, ln(R/r0) = 9.903488
2p local defect/h^6 at r=1 bohr: -0.007898, formula -0.007898
2p slope error/h^4 at r=1 bohr: 0.067813, formula 0.067813
Main channel l=1, E=-0.25 Ry; u scaled as r^2 at the nucleus
exact u(R) = 1.4715177647 bohr^2, exact D = 1.0000000000
First mesh, N=100: i, r (bohr), g, y (bohr^1.5)
    0 1.00000000e-04 2.24980000 9.99950001e-07
    1 1.10410481e-04 2.24977918 1.16008944e-06
    2 1.21904742e-04 2.24975619 1.34587413e-06
  100 2.00000000e+00 -0.75000000 1.04052817e+00
  largest |h^2 g/12| = 0.001839
N=100 h=0.099035 u(R)=1.4715290538 bohr^2 D=0.9999851246
  errors: u(R) 1.129e-05 bohr^2, D -1.488e-05, max relative 7.672e-06
N=200 h=0.049517 u(R)=1.4715184747 bohr^2 D=0.9999990711
  errors: u(R) 7.100e-07 bohr^2, D -9.289e-07, max relative 4.825e-07
N=400 h=0.024759 u(R)=1.4715178092 bohr^2 D=0.9999999420
  errors: u(R) 4.450e-08 bohr^2, D -5.804e-08, max relative 3.024e-08
N=800 h=0.012379 u(R)=1.4715177675 bohr^2 D=0.9999999964
  errors: u(R) 2.786e-09 bohr^2, D -3.628e-09, max relative 1.893e-09
orders N=100->200: u(R) 3.991, D 4.001, max 3.991
orders N=200->400: u(R) 3.996, D 4.000, max 3.996
orders N=400->800: u(R) 3.998, D 4.000, max 3.998
Error/h^4 at R (N=800): relative u measured, formula; D the same
  n=1 l=0: -0.00692, -0.00702; 0.31622, 0.31610
  n=2 l=1: 0.08061, 0.08069; -0.15449, -0.15446
  n=3 l=1: 0.07556, 0.07565; -0.20987, -0.20985
  n=3 l=2: 1.49833, 1.49965; 0.55110, 0.55110
E=0.5 Ry: max relative error at N=200, N=400, order
  l=0: 4.577e-07, 2.860e-08, 4.000
  l=1: 8.021e-07, 5.025e-08, 3.996
  l=2: 7.944e-06, 4.977e-07, 3.996
Hard sphere, lowest s energy; exact -0.25 Ry
  N=100: E=-0.24999793357 Ry, error 2.066e-06 Ry
  N=200: E=-0.24999987175 Ry, error 1.282e-07 Ry
  N=400: E=-0.24999999200 Ry, error 8.002e-09 Ry
  order 4.002; error/h^4 0.021296 Ry, formula 0.021282 Ry
  finest energy = -3.401423 eV
Barrier l(l+1), l=1: D = 0.8406686 (N=400), 0.8406687 (N=800)
Taylor start, N=400: relative u error -1.1594e-04, formula -1.1494e-04
  order 2.011, change of D 2.4e-15
Leading-power start, l=0: relative u error 2.0280e-04 (N=400), 2.0154e-04 (N=800); 2 r0 = 2.0000e-04
```
